# Keldysh–Kopaev Mean-Field Theory of an Excitonic Insulator: a numerical check

```python
"""Excitonic insulator: mean-field theory of a compensated two-band semimetal.

Result under test: E(+/-) = lam*xi +/- sqrt(xi^2 + gap^2), direct gap 2*gap,
indirect gap 2*gap*sqrt(1-lam^2), and a BCS temperature law for the latter.
Rydberg atomic units: kinetic energy k^2/m, e^2 = 2, lengths in bohr.
xi   half the difference of conduction and valence energies
lam  (m_v-m_c)/(m_v+m_c), so half the sum of the energies is lam*xi
gap  hybridization energy; c, v, h annihilate electrons and valence holes
g    density of states in xi per spin times the averaged interaction
"""
import numpy as np
from scipy import constants, optimize
from scipy.special import expit

rng = np.random.default_rng(4)


def sinh_nodes(low, high, scale, count):
    """Gauss-Legendre nodes, dense near zero on the given scale."""
    t, w = np.polynomial.legendre.leggauss(count)
    a, b = np.arcsinh(low / scale), np.arcsinh(high / scale)
    t = 0.5 * (a + b) + 0.5 * (b - a) * t
    return scale * np.sinh(t), 0.5 * (b - a) * w * scale * np.cosh(t)


def pair_factor(xi, gap, lam, temp):
    """Interband coherence divided by gap."""
    energy = np.sqrt(xi**2 + gap**2)
    if temp == 0:
        return 0.5 / energy
    lower = expit(-(lam * xi - energy) / temp)
    upper = expit(-(lam * xi + energy) / temp)
    return (lower - upper) / (2 * energy)


# --- Exact Fock space of three momenta on a ring, two bands, no spin ---
L = 3
lower_op, sign_op = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])


def annihilator(site):
    mat = np.eye(1)
    for j in range(2 * L):
        factor = sign_op if j < site else lower_op if j == site else np.eye(2)
        mat = np.kron(mat, factor)
    return mat


ops = [annihilator(i) for i in range(2 * L)]
c, v = ops[:L], ops[L:]
h = [v[(-k) % L].T for k in range(L)]
ring_xi = np.array([-0.5, 0.4, 0.3])
ring_eta = np.array([0.1, -0.05, 0.07])
ec, ev = ring_eta + ring_xi, ring_eta - ring_xi
V = np.array([3.0, 2.0, 2.0])
H = sum(ec[k] * c[k].T @ c[k] + ev[k] * v[k].T @ v[k] for k in range(L))
H_hole = np.eye(2**(2 * L)) * ev.sum()
for k in range(L):
    H_hole = H_hole + (ec[k] + V[0]) * c[k].T @ c[k]
    H_hole = H_hole - ev[(-k) % L] * h[k].T @ h[k]
    for p in range(L):
        for q in range(L):
            hop = V[q] / L * c[(k + q) % L].T @ c[k]
            H = H + hop @ v[(p - q) % L].T @ v[p]
            H_hole = H_hole - hop @ h[(p - q) % L].T @ h[p]
assert np.allclose(H, H_hole, atol=1e-12)

vacuum = np.eye(2**(2 * L))[0]
filled = v[0].T @ v[1].T @ v[2].T @ vacuum


def pair_state(phi):
    state = filled
    for k in range(L):
        pair = c[k].T @ h[(-k) % L].T
        state = np.cos(phi[k]) * state + np.sin(phi[k]) * pair @ state
    return state


def energy_without_hartree(phi):
    state = pair_state(phi)
    n_c, n_v = np.sum(np.sin(phi)**2), np.sum(np.cos(phi)**2)
    return state @ H @ state - V[0] * n_c * n_v / L


V_matrix = np.array([[V[(k - p) % L] for p in range(L)] for k in range(L)])
phi = rng.uniform(0.1, 1.4, L)
band_state = vacuum
for k in reversed(range(L)):
    band_state = (np.cos(phi[k]) * v[k].T + np.sin(phi[k]) * c[k].T) @ band_state
state = pair_state(phi)
assert abs(abs(state @ band_state) - 1) < 1e-12
number = sum(a.T @ a for a in ops)
assert np.linalg.norm(number @ state - L * state) < 1e-12
A = 0.5 * np.sin(2 * phi)
wick = np.sum(ec * np.sin(phi)**2 + ev * np.cos(phi)**2) - A @ V_matrix @ A / L
assert abs(wick - energy_without_hartree(phi)) < 1e-12
best = optimize.minimize(energy_without_hartree, 0.5 * np.ones(L)).x
A = 0.5 * np.sin(2 * best)
ring_gap = V_matrix @ A / L
assert np.min(np.abs(ring_gap)) > 0.1
assert np.allclose(A, ring_gap / (2 * np.hypot(ring_xi, ring_gap)), atol=1e-4)

# --- Band energies, thermal coherence and spin rotations of the gap ---
for _ in range(20):
    xi, lam, temp = rng.normal(), rng.uniform(-0.9, 0.9), rng.uniform(0.1, 1)
    gap = rng.normal() + 1j * rng.normal()
    mat = np.array([[(lam + 1) * xi, -gap], [-gap.conjugate(), (lam - 1) * xi]])
    val, vec = np.linalg.eigh(mat)
    root = np.hypot(xi, abs(gap))
    assert np.allclose(val, [lam * xi - root, lam * xi + root])
    density = (vec * expit(-val / temp)) @ vec.conj().T
    assert np.isclose(density[0, 1], gap * pair_factor(xi, abs(gap), lam, temp))
    unitary = np.linalg.qr(rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2)))[0]
    one = np.eye(2)
    spin = np.block([[mat[0, 0] * one, -gap * unitary],
                     [-(gap * unitary).conj().T, mat[1, 1] * one]])
    assert np.allclose(np.linalg.eigvalsh(spin), np.repeat(val, 2))


# --- Constant interaction in the shell |xi| < cut ---
def shell_integral(gap, temp, lam, cut):
    x, w = sinh_nodes(-cut, cut, 3e-4, 400)
    return np.sum(w * pair_factor(x, gap, lam, temp))


def shell_gap(temp, lam, cut, g):
    def residual(gap):
        return shell_integral(gap, temp, lam, cut) - 1 / g
    return optimize.brentq(residual, 1e-6, 0.1, xtol=1e-14)


g_test = 0.15
ratio_formula = np.exp(np.euler_gamma) / np.pi
gap_zero = 1 / np.sinh(1 / g_test)
assert abs(shell_gap(0, 0.5, 1, g_test) / gap_zero - 1) < 1e-8
curve = {}
for lam in (0.0, 0.5, 0.8):
    shrink = np.sqrt(1 - lam**2)
    tc = optimize.brentq(lambda t: shell_integral(1e-9, t, lam, 1) - 1 / g_test,
                         2e-4, 1e-2, xtol=1e-14)
    assert abs(tc / (ratio_formula * gap_zero * shrink) - 1) < 1e-4
    for part in (0.3, 0.5, 0.9):
        unequal = shell_gap(part * tc, lam, 1, g_test)
        equal = shell_gap(part * tc, 0, shrink, g_test)
        assert abs(shrink * unequal / equal - 1) < 1e-4
        curve[lam, part] = unequal / gap_zero
    x, w = sinh_nodes(-1, 1, 3e-4, 400)
    root = np.hypot(x, gap_zero)
    charge = expit(-(lam * x + root) / tc) + expit(-(lam * x - root) / tc) - 1
    assert abs(np.sum(w * charge)) < 1e-10
x, w = sinh_nodes(0, 1, 3e-4, 400)
condensation = 2 * np.sum(w * (x - np.hypot(x, gap_zero))) + gap_zero**2 / g_test
assert abs(condensation / (-0.5 * gap_zero**2) - 1) < 1e-4


# --- Screened Coulomb coupling from density response and angular average ---
def coupling_numeric(mc, mv, kappa, kf):
    step = 1e-4
    response = 0.0
    for mass in (mc, mv):
        mu = kf**2 / mass
        n = [(mass * mu * s)**1.5 / (3 * np.pi**2) for s in (1 - step, 1 + step)]
        response += (n[1] - n[0]) / (2 * step * mu)
    qs2 = 8 * np.pi * response / kappa
    cosine, w = np.polynomial.legendre.leggauss(200)
    mean = 0.5 * np.sum(w * 8 * np.pi / (kappa * (2 * kf**2 * (1 - cosine) + qs2)))
    mr = mc * mv / (mc + mv)
    states = [(kf * s)**3 / (6 * np.pi**2) for s in (1 - step, 1 + step)]
    xi_width = kf**2 * ((1 + step)**2 - (1 - step)**2) / (2 * mr)
    return qs2, (states[1] - states[0]) / xi_width * mean


def coupling_formula(mc, mv, kappa, kf):
    lam = (mv - mc) / (mv + mc)
    x = np.pi * kappa * kf / (mc + mv)
    qs2 = 4 * (mc + mv) * kf / (np.pi * kappa)
    return qs2, (1 - lam**2) / 4 * np.log1p(x) / x


m_c, m_v, kappa, k_F = 0.5, 1.5, 10.0, 0.1
for case in ((m_c, m_v, kappa, k_F), (1.0, 1.0, 5.0, 0.02), (0.3, 2.0, 15.0, 0.2)):
    numeric = coupling_numeric(*case)
    assert np.allclose(numeric, coupling_formula(*case), rtol=1e-6)
    assert numeric[1] < 0.25

# --- Worked example: full momentum-dependent s-wave gap equation ---
m_r = m_c * m_v / (m_c + m_v)
lam = (m_v - m_c) / (m_v + m_c)
shrink = np.sqrt(1 - lam**2)
overlap = k_F**2 / m_r
qs2, g = coupling_formula(m_c, m_v, kappa, k_F)
dos = m_r * k_F / (2 * np.pi**2)
shift, w = sinh_nodes(-k_F, 59 * k_F, 1e-7 * k_F, 400)
k = k_F + shift
xi = shift * (2 * k_F + shift) / (2 * m_r)
K, P = k[:, None], k[None, :]
kernel = 2 * np.pi / (kappa * K * P) * np.log(((K + P)**2 + qs2) / ((K - P)**2 + qs2))
measure = w * k**2 / (2 * np.pi**2)


def full_gap(strength):
    gap = np.full(k.size, 1e-5)
    for _ in range(1500):
        new = strength * kernel @ (measure * gap * pair_factor(xi, gap, lam, 0))
        change, gap = np.max(np.abs(new / gap - 1)), new
    assert change < 1e-9
    return np.interp(0.0, shift, gap)


def leading_eigenvalue(temp):
    root = np.sqrt(measure * pair_factor(xi, 0.0, lam, temp))
    return np.linalg.eigvalsh(root[:, None] * kernel * root[None, :])[-1]


gap = full_gap(1.0)
weaker_gap = full_gap(0.7)
slope = np.log(gap / weaker_gap) / (1 / 0.7 - 1)
assert abs(slope * g - 1) < 0.03  # next order in the coupling is neglected
log_tc = optimize.brentq(lambda s: leading_eigenvalue(np.exp(s)) - 1,
                         np.log(0.05 * gap), np.log(2 * gap), xtol=1e-8)
T_c = np.exp(log_tc)
assert abs(T_c / (ratio_formula * gap * shrink) - 1) < 2e-3

# Gaps from diagonalization along k with the parabolic bands
offset = np.linspace(-5, 5, 4001) * gap * m_r / k_F
square = offset * (2 * k_F + offset)
mats = np.empty((offset.size, 2, 2))
mats[:, 0, 0], mats[:, 1, 1] = square / m_c, -square / m_v
mats[:, 0, 1] = mats[:, 1, 0] = -gap
bands = np.linalg.eigvalsh(mats)
direct = np.min(bands[:, 1] - bands[:, 0])
indirect = np.min(bands[:, 1]) - np.max(bands[:, 0])
assert abs(direct / (2 * gap) - 1) < 1e-5
assert abs(indirect / (2 * gap * shrink) - 1) < 1e-4
xi_min = square[np.argmin(bands[:, 1])] / (2 * m_r)
assert abs(xi_min / gap + lam / shrink) < 5e-3

# Hydrogenic exciton, checked in the radial Schroedinger equation
radius, binding = kappa / m_r, m_r / kappa**2
r, step = 20.0, 0.01
u = [s * np.exp(-s / radius) for s in (r - step, r, r + step)]
radial = -(u[0] - 2 * u[1] + u[2]) / step**2 / m_r - 2 / (kappa * r) * u[1]
assert abs(radial / (-binding * u[1]) - 1) < 1e-4

Ry = constants.physical_constants["Rydberg constant times hc in eV"][0]
micro = Ry * 1e6
kelvin = Ry * constants.e / constants.k
estimate = 0.5 * overlap / np.sinh(1 / g)
density = k_F**3 / (3 * np.pi**2)
print(f"masses m_c, m_v (electron masses): {m_c}, {m_v}")
print(f"background dielectric constant: {kappa}")
print(f"Fermi wave vector: {k_F} bohr^-1")
print(f"reduced mass: {m_r:.4f} electron masses")
print(f"mass asymmetry lambda: {lam:.4f}")
print(f"sqrt(1-lambda^2): {shrink:.5f}")
print(f"band overlap: {overlap:.6f} Ry")
print(f"carrier density of each kind: {density:.4e} bohr^-3")
print(f"density of states in xi per spin: {dos:.4e} Ry^-1 bohr^-3")
print(f"exciton radius: {radius:.3f} bohr")
print(f"exciton binding energy: {binding:.5f} Ry")
print(f"k_F times exciton radius: {k_F * radius:.3f}")
print(f"screening wave vector: {np.sqrt(qs2):.5f} bohr^-1")
print(f"screening variable x: {np.pi * kappa * k_F / (m_c + m_v):.4f}")
print(f"coupling g: {g:.5f}")
print(f"1/g: {1 / g:.4f}")
print(f"shell cutoff, half the overlap: {overlap / 2:.6f} Ry")
print(f"shell estimate of gap parameter: {estimate:.4e} Ry")
print(f"full gap parameter at k_F: {gap:.4e} Ry = {gap * micro:.3f} microeV")
print(f"full gap divided by shell estimate: {gap / estimate:.4f}")
print(f"full gap at 0.7 times the interaction: {weaker_gap:.4e} Ry")
print(f"measured exponent replacing 1/g: {slope:.4f}")
print(f"direct gap: {direct:.4e} Ry = {direct * micro:.3f} microeV")
print(f"indirect gap: {indirect:.4e} Ry = {indirect * micro:.3f} microeV")
print(f"critical temperature: {T_c:.4e} Ry = {T_c * kelvin:.4f} K")
print(f"indirect gap / T_c, full equation: {indirect / T_c:.4f}")
print(f"2 pi / exp(Euler gamma): {2 / ratio_formula:.4f}")
print(f"direct gap / T_c: {direct / T_c:.4f}")
print(f"xi at upper-band minimum / gap parameter: {xi_min / gap:.3f}")
saving = dos * gap**2 / density * Ry * 1e9
print(f"condensation energy per electron-hole pair: {saving:.4f} neV")
for part in (0.3, 0.5, 0.9):
    print(f"gap(T)/gap(0) at T/T_c = {part}, lambda = 0.5: {curve[0.5, part]:.4f}")
for ratio in (-2, -1, 0, 1, 2):
    root = np.hypot(ratio, 1)
    up, down = (lam * ratio + root) * gap * micro, (lam * ratio - root) * gap * micro
    weight = 0.5 * (1 - ratio / root)
    print(f"xi/gap {ratio:+d}: E+ {up:.3f}, E- {down:.3f} microeV; "
          f"conduction weight of E- {weight:.4f}")
print("every check passed")
```

Running it gives:

```
masses m_c, m_v (electron masses): 0.5, 1.5
background dielectric constant: 10.0
Fermi wave vector: 0.1 bohr^-1
reduced mass: 0.3750 electron masses
mass asymmetry lambda: 0.5000
sqrt(1-lambda^2): 0.86603
band overlap: 0.026667 Ry
carrier density of each kind: 3.3774e-05 bohr^-3
density of states in xi per spin: 1.8998e-03 Ry^-1 bohr^-3
exciton radius: 26.667 bohr
exciton binding energy: 0.00375 Ry
k_F times exciton radius: 2.667
screening wave vector: 0.15958 bohr^-1
screening variable x: 1.5708
coupling g: 0.11271
1/g: 8.8725
shell cutoff, half the overlap: 0.013333 Ry
shell estimate of gap parameter: 3.7383e-06 Ry
full gap parameter at k_F: 9.0496e-06 Ry = 123.126 microeV
full gap divided by shell estimate: 2.4208
full gap at 0.7 times the interaction: 1.9823e-07 Ry
measured exponent replacing 1/g: 8.9158
direct gap: 1.8099e-05 Ry = 246.253 microeV
indirect gap: 1.5674e-05 Ry = 213.261 microeV
critical temperature: 4.4432e-06 Ry = 0.7015 K
indirect gap / T_c, full equation: 3.5278
2 pi / exp(Euler gamma): 3.5278
direct gap / T_c: 4.0735
xi at upper-band minimum / gap parameter: -0.577
condensation energy per electron-hole pair: 62.6765 neV
gap(T)/gap(0) at T/T_c = 0.3, lambda = 0.5: 0.9971
gap(T)/gap(0) at T/T_c = 0.5, lambda = 0.5: 0.9569
gap(T)/gap(0) at T/T_c = 0.9, lambda = 0.5: 0.5263
xi/gap -2: E+ 152.193, E- -398.446 microeV; conduction weight of E- 0.9472
xi/gap -1: E+ 112.564, E- -235.690 microeV; conduction weight of E- 0.8536
xi/gap +0: E+ 123.126, E- -123.126 microeV; conduction weight of E- 0.5000
xi/gap +1: E+ 235.690, E- -112.564 microeV; conduction weight of E- 0.1464
xi/gap +2: E+ 398.446, E- -152.193 microeV; conduction weight of E- 0.0528
every check passed
```
